# Why laser heating imitates tensile stress in silicon Raman spectra: a program that tests the result

```python
# Result under test: heating silicon lowers its Raman frequency, so a reader who
# ignores heating infers a false tensile stress sigma_app = shift_T / b.
# b: shift of the z-polarised zone-centre phonon per equal-biaxial (001) stress.
# Level: Stillinger-Weber potential, quantum phonons, lowest-order anharmonicity.
# w: uniform optical displacement along z; strain = (exx, eyy, ezz).
# Internal units: hartree, bohr, electron mass, hbar = 1, temperature as energy.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from scipy.optimize import brentq

bohr = pc['Bohr radius'][0]
to_cm = pc['hartree-inverse meter relationship'][0] / 100
kelvin = pc['kelvin-hartree relationship'][0]
to_GPa = pc['Hartree energy'][0] / bohr**3 / 1e9
mass = 28.0855 * pc['atomic mass constant'][0] / pc['electron mass'][0]

# Published Stillinger-Weber parameters for silicon
eps = 2.1683 * pc['electron volt-hartree relationship'][0]
sig = 2.0951e-10 / bohr
A, B, cut, lam, gam = 7.049556277, 0.6022245584, 1.80, 21.0, 1.20

X = sp.symbols('x0:6', real=True)
r1 = sp.sqrt(sum(x**2 for x in X[:3]))
r2 = sp.sqrt(sum(x**2 for x in X[3:]))
cosine = sum(X[i] * X[i + 3] for i in range(3)) / (r1 * r2)
half_pair = eps * A / 2 * (B * (sig / r1)**4 - 1) * sp.exp(sig / (r1 - cut * sig))
triple = (eps * lam * (cosine + sp.Rational(1, 3))**2
          * sp.exp(gam * sig / (r1 - cut * sig) + gam * sig / (r2 - cut * sig)))
pair_e = sp.lambdify(X[:3], half_pair, 'numpy')
triple_e = sp.lambdify(X, triple, 'numpy')
pair_h = sp.lambdify(X[:3], sp.hessian(half_pair, X[:3]), 'numpy', cse=True)
triple_h = sp.lambdify(X, sp.hessian(triple, X), 'numpy', cse=True)

lattice = 4 / np.sqrt(3) * 2**(1 / 6) * sig
volume = lattice**3 / 4
tetra = lattice / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1.0]])


def bonds(strain=(0, 0, 0), w=0.0):
    return tetra * (1 + np.array(strain)) + np.array([0, 0, w])


def cell_energy(strain=(0, 0, 0), w=0.0):
    b = bonds(strain, w)
    e = sum(pair_e(*v) for v in b)
    e += sum(triple_e(*b[s], *b[t]) for s in range(4) for t in range(s + 1, 4))
    return 2 * e  # both atoms have equal site energies by inversion


def bond_hessian(strain=(0, 0, 0), w=0.0):
    b = bonds(strain, w)
    h = np.zeros((12, 12))
    for s in range(4):
        i = np.arange(3 * s, 3 * s + 3)
        h[np.ix_(i, i)] += np.array(pair_h(*b[s]), dtype=float)
        for t in range(s + 1, 4):
            k = np.concatenate([i, np.arange(3 * t, 3 * t + 3)])
            h[np.ix_(k, k)] += np.array(triple_h(*b[s], *b[t]), dtype=float)
    return h


def bond_maps(k):
    phase = np.exp(-2j * np.pi * np.column_stack([np.zeros(len(k)), k]))
    pa = np.zeros((len(k), 12, 6), complex)
    pb = np.zeros_like(pa)
    for s in range(4):
        for c in range(3):
            pa[:, 3 * s + c, c] = -1
            pa[:, 3 * s + c, 3 + c] = phase[:, s]
            pb[:, 3 * s + c, c] = phase[:, s].conj()
            pb[:, 3 * s + c, 3 + c] = -1
    return pa, pb


def dynamical(maps, h):
    return sum(p.conj().transpose(0, 2, 1) @ (h @ p) for p in maps) / mass


def grid(n):
    g = (np.arange(n) + 0.5) / n
    return np.array(np.meshgrid(g, g, g, indexing='ij')).reshape(3, -1).T


def omega_z(strain=(0, 0, 0)):
    return np.sqrt(4 * bond_hessian(strain)[2::3, 2::3].sum() / mass)


def occupation(freq, T):
    return 1 / np.expm1(freq / T)


def free_energy(maps, T, strain=(0, 0, 0), w=0.0):
    f = np.sqrt(np.linalg.eigvalsh(dynamical(maps, bond_hessian(strain, w))))
    return (f / 2 + T * np.log1p(-np.exp(-f / T))).sum(axis=1).mean()


def kernel(f1, f2, n1, n2, z):
    s, d = f1 + f2, f2 - f1
    return ((1 + n1 + n2) * 2 * s / (s**2 - z**2)
            + (n1 - n2) * 2 * d / (d**2 - z**2))


def vertices(maps, h=0.002):
    h0, hp, hm = bond_hessian(), bond_hessian(w=h), bond_hessian(w=-h)
    f2, vec = np.linalg.eigh(dynamical(maps, h0))
    dag = vec.conj().transpose(0, 2, 1)
    V = dag @ dynamical(maps, (hp - hm) / (2 * h)) @ vec
    W = dag @ dynamical(maps, (hp + hm - 2 * h0) / h**2) @ vec
    return np.sqrt(f2), np.abs(V)**2, np.einsum('qii->qi', W).real


def curvature_parts(data, T, z=None):
    f, V2, W = data
    n = occupation(f, T)
    loop = 0.5 * (W * (2 * n + 1) / (2 * f)).sum(axis=1).mean()
    f1, f2, n1, n2 = f[:, :, None], f[:, None, :], n[:, :, None], n[:, None, :]
    if z is None:  # isothermal static response, including equal frequencies
        d = f2 - f1
        close = np.abs(d) < 1e-9
        diff = np.where(close, 2 * n1 * (n1 + 1) / T,
                        2 * (n1 - n2) / np.where(close, 1, d))
        K = 2 * (1 + n1 + n2) / (f1 + f2) + diff
    else:
        K = kernel(f1, f2, n1, n2, z).real
    bubble = -0.5 * (V2 * K / (4 * f1 * f2)).sum(axis=(1, 2)).mean()
    return np.array([loop, bubble])


def show(label, value, unit, digits=5):
    print(f'{label}: {value:.{digits}g} {unit}')


# Static lattice and zone-centre phonon
w0 = omega_z()
gamma_f2 = np.linalg.eigvalsh(dynamical(bond_maps(np.zeros((1, 3))), bond_hessian()))[0]
assert np.allclose(gamma_f2[3:], w0**2, rtol=1e-9)
assert np.max(np.abs(gamma_f2[:3])) < 1e-9 * w0**2
step = 1e-4
slope_e = (cell_energy((step,) * 3) - cell_energy((-step,) * 3)) / (2 * step)
assert abs(slope_e) < 1e-5
w_step = 0.002
curv = (cell_energy(w=w_step) + cell_energy(w=-w_step) - 2 * cell_energy()) / w_step**2
assert abs(2 * curv / mass / w0**2 - 1) < 1e-3
show('Lattice constant', lattice * bohr * 1e10, 'angstrom')
show('Harmonic Raman frequency', w0 * to_cm, 'cm^-1')

# Elasticity and biaxial stress coefficient
G = np.zeros((3, 12))
for c in range(3):
    G[c, c::3] = tetra[:, c]
C = 2 * G @ bond_hessian() @ G.T / volume
C11, C12 = C[0, 0], C[0, 1]
S = np.linalg.inv(C)
h = 1e-4
p = (omega_z((0, 0, h))**2 - omega_z((0, 0, -h))**2) / (2 * h)
q = (omega_z((h, 0, 0))**2 - omega_z((-h, 0, 0))**2) / (2 * h)
b = (p * S[0, 1] + q * (S[0, 0] + S[0, 1])) / w0
Yb = C11 + C12 - 2 * C12**2 / C11


def relaxed(e):
    d = 1e-4
    def force(z):
        return (cell_energy((e, e, z + d)) - cell_energy((e, e, z - d))) / (2 * d)
    z = brentq(force, -0.02, 0.02, xtol=1e-13)
    stress = (cell_energy((e + d, e + d, z)) - cell_energy((e - d, e - d, z)))
    return omega_z((e, e, z)), stress / (4 * d * volume), z


up, down = relaxed(5e-4), relaxed(-5e-4)
b_direct = (up[0] - down[0]) / (up[1] - down[1])
Yb_direct = (up[1] - down[1]) / 1e-3
show('C11', C11 * to_GPa, 'GPa')
show('C12', C12 * to_GPa, 'GPa')
show('Biaxial modulus', Yb * to_GPa, 'GPa')
show('p / omega0^2', p / w0**2, '(dimensionless)')
show('q / omega0^2', q / w0**2, '(dimensionless)')
show('Stress coefficient b, formula', b * to_cm / to_GPa, 'cm^-1/GPa')
show('Stress coefficient b, finite strain', b_direct * to_cm / to_GPa, 'cm^-1/GPa')
assert abs(b_direct / b - 1) < 5e-3
assert abs(Yb_direct / Yb - 1) < 5e-3

# Free-energy curvature tests the cubic and quartic vertices
T0, T1 = 300 * kelvin, 310 * kelvin
small = bond_maps(grid(4))
static = curvature_parts(vertices(small), T0)
d = 0.002
F_curv = (free_energy(small, T0, w=d) + free_energy(small, T0, w=-d)
          - 2 * free_energy(small, T0)) / d**2
show('Static curvature, loop plus bubble', static.sum(), 'hartree/bohr^2')
show('Static curvature, free energy', F_curv, 'hartree/bohr^2')
assert abs(static.sum() - F_curv) < 3e-3 * np.abs(static).sum()

# Exact diagonalization tests the dynamic kernel, including its difference term
size, coupling = 6, 0.01
freqs = (1.0, 0.9, 1.6)
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
positions = [(ladder + ladder.T) / np.sqrt(2 * f) for f in freqs]
levels = np.indices((size,) * 3).reshape(3, -1)
H = np.diag(np.array(freqs) @ levels)
H = H + coupling * np.kron(np.kron(positions[0], positions[1]), positions[2])
energy, states = np.linalg.eigh(H)


def level(m, n1, n2):
    index = (m * size + n1) * size + n2
    return energy[np.argmax(np.abs(states[index]))]


exact = level(1, 1, 0) - level(0, 1, 0) - freqs[0]
predicted = (-coupling**2 * kernel(freqs[1], freqs[2], 1, 0, freqs[0])
             / (4 * freqs[1] * freqs[2]) / (2 * freqs[0]))
show('Three-oscillator shift, exact', exact, '(model frequency units)')
show('Three-oscillator shift, kernel', predicted, '(model frequency units)')
assert abs(exact / predicted - 1) < 5e-3

# Free thermal expansion
mesh = bond_maps(grid(16))
E2 = volume * C.sum()


def thermal_strain(maps, T):
    e = 5e-4
    return -(free_energy(maps, T, (e,) * 3)
             - free_energy(maps, T, (-e,) * 3)) / (2 * e * E2)


def minimised_strain(maps, T):
    d = 5e-4
    def total(e):
        return cell_energy((e,) * 3) + free_energy(maps, T, (e,) * 3)
    return brentq(lambda e: (total(e + d) - total(e - d)) / (2 * d),
                  -0.01, 0.01, xtol=1e-12)


de = thermal_strain(mesh, T1) - thermal_strain(mesh, T0)
de_small = thermal_strain(small, T1) - thermal_strain(small, T0)
de_full = minimised_strain(small, T1) - minimised_strain(small, T0)
show('Initial temperature', T0 / kelvin, 'K')
show('Temperature rise', (T1 - T0) / kelvin, 'K')
show('Linear expansion coefficient', de / 10 * 1e6, '10^-6/K')
show('Free thermal strain', de * 1e6, '10^-6')
show('Small-grid strain, first order', de_small * 1e6, '10^-6')
show('Small-grid strain, full minimum', de_full * 1e6, '10^-6')
assert abs(de_full / de_small - 1) < 0.10  # omitted higher powers of strain
shift_exp = (p + 2 * q) / (2 * w0) * de


# Intrinsic shift at fixed lattice constant
def intrinsic(data, width_cm, hot=T1):
    z = w0 + 1j * width_cm / to_cm
    change = curvature_parts(data, hot, z) - curvature_parts(data, T0, z)
    return change / (mass * w0)


data = vertices(bond_maps(grid(24)))
loop, bubble = intrinsic(data, 10)
shift = shift_exp + loop + bubble
shift_narrow = shift_exp + intrinsic(data, 6).sum()
shift_coarse = shift_exp + intrinsic(vertices(bond_maps(grid(18))), 10).sum()
apparent = shift / b
show('Shift from expansion', shift_exp * to_cm, 'cm^-1')
show('Shift from quartic loop', loop * to_cm, 'cm^-1')
show('Shift from cubic bubble', bubble * to_cm, 'cm^-1')
show('Intrinsic shift, loop plus bubble', (loop + bubble) * to_cm, 'cm^-1')
show('Total ten-kelvin shift', shift * to_cm, 'cm^-1')
show('Expansion share of total', 100 * shift_exp / shift, 'percent')
show('Total shift per kelvin', shift * to_cm / 10, 'cm^-1/K')
show('Total shift, broadening 6 instead of 10 cm^-1', shift_narrow * to_cm, 'cm^-1')
show('Total shift, grid 18 instead of 24', shift_coarse * to_cm, 'cm^-1')
show('Apparent biaxial stress', apparent * to_GPa * 1000, 'MPa')

# A laterally clamped region has real compression but still looks tensile
real_stress = -Yb * de
clamped_z = de * (1 + 2 * C12 / C11)
clamped_shift = omega_z((0, 0, clamped_z)) - w0 + loop + bubble
clamped_apparent = clamped_shift / b
show('Real stress if clamped', real_stress * to_GPa * 1000, 'MPa')
show('Shift if clamped', clamped_shift * to_cm, 'cm^-1')
show('Apparent stress if clamped', clamped_apparent * to_GPa * 1000, 'MPa')


# Population ratio distinguishes heating from stress
def ratio(freq, T):
    n = np.arange(200)
    weight = np.exp(-n * freq / T)
    return (weight * n).sum() / (weight * (n + 1)).sum()


base = ratio(w0, T0)
heat_change = ratio(w0 + shift, T1) / base - 1
stress_change = ratio(w0 + b * apparent, T0) / base - 1
show('Anti-Stokes/Stokes population ratio at 300 K', base, '(dimensionless)')
show('Ratio change from heating', 100 * heat_change, 'percent')
show('Ratio change from equal stress shift', 100 * stress_change, 'percent')

assert abs(base / np.exp(-w0 / T0) - 1) < 1e-10
assert abs(clamped_apparent - apparent - real_stress) < 1e-3 * abs(apparent)
# Finite grids and broadening limit the principal-value integral.
assert abs(shift_narrow / shift - 1) < 0.20
assert abs(shift_coarse / shift - 1) < 0.20
assert b < 0 and shift < 0 and apparent > 0
assert de > 0 and real_stress < 0 and clamped_apparent > 0
assert abs(heat_change) > 10 * abs(stress_change)
print('success')
```

Printed output:

```
Lattice constant: 5.4309 angstrom
Harmonic Raman frequency: 594.83 cm^-1
C11: 151.42 GPa
C12: 76.422 GPa
Biaxial modulus: 150.71 GPa
p / omega0^2: -1.8495 (dimensionless)
q / omega0^2: -1.4703 (dimensionless)
Stress coefficient b, formula: -2.1189 cm^-1/GPa
Stress coefficient b, finite strain: -2.1189 cm^-1/GPa
Static curvature, loop plus bubble: -0.0033609 hartree/bohr^2
Static curvature, free energy: -0.0033609 hartree/bohr^2
Three-oscillator shift, exact: 7.2938e-06 (model frequency units)
Three-oscillator shift, kernel: 7.2946e-06 (model frequency units)
Initial temperature: 300 K
Temperature rise: 10 K
Linear expansion coefficient: 2.659 10^-6/K
Free thermal strain: 26.59 10^-6
Small-grid strain, first order: 26.568 10^-6
Small-grid strain, full minimum: 26.909 10^-6
Shift from expansion: -0.037881 cm^-1
Shift from quartic loop: -0.078749 cm^-1
Shift from cubic bubble: -0.023851 cm^-1
Intrinsic shift, loop plus bubble: -0.1026 cm^-1
Total ten-kelvin shift: -0.14048 cm^-1
Expansion share of total: 26.965 percent
Total shift per kelvin: -0.014048 cm^-1/K
Total shift, broadening 6 instead of 10 cm^-1: -0.1409 cm^-1
Total shift, grid 18 instead of 24: -0.14061 cm^-1
Apparent biaxial stress: 66.299 MPa
Real stress if clamped: -4.0073 MPa
Shift if clamped: -0.13199 cm^-1
Apparent stress if clamped: 62.293 MPa
Anti-Stokes/Stokes population ratio at 300 K: 0.057685 (dimensionless)
Ratio change from heating: 9.7107 percent
Ratio change from equal stress shift: 0.067396 percent
success
```
